\section*{Surface plasmon splitting in a thin lossless Drude film}

\section{The result}

A metal film of thickness $d$ in vacuum has two surface plasmons at each in-plane wavenumber $q>0$. Their frequencies are
\begin{equation}
\omega_\pm^2=\frac{\omega_p^2}{2}\left(1\pm e^{-qd}\right).
\label{main}
\end{equation}
The lower mode has a potential that is even about the middle of the film, and the upper mode an odd one.

The result holds for a lossless metal with the local permittivity
\begin{equation}
\varepsilon(\omega)=1-\frac{\omega_p^2}{\omega^2},
\label{drude}
\end{equation}
sharp faces, and wavenumbers large enough that retardation can be neglected, $q\gg\omega/c$. Algebra is in Gaussian atomic units: the electron has mass 1 and charge $-1$, and $\omega_p^2=4\pi n$ for electron density $n$.

Equation (\ref{drude}) follows from the motion of a free electron. Its displacement obeys $\ddot{\mathbf u}=-\mathbf E$. For time dependence $e^{-i\omega t}$ this gives $\mathbf u=\mathbf E/\omega^2$, so the polarization is $\mathbf P=-n\mathbf u=-n\mathbf E/\omega^2$. Then $\varepsilon\mathbf E=\mathbf E+4\pi\mathbf P$ gives (\ref{drude}).

\section{First case: one surface}

Let metal fill $z<0$ and vacuum $z>0$. Without retardation $\mathbf E=-\nabla\Phi$, with $\Phi=\phi(z)e^{iqx-i\omega t}$. There is no external charge, so $\nabla\cdot(\varepsilon\nabla\Phi)=0$. In each region $\varepsilon$ is constant, and if it is not zero,
\begin{equation}
\phi''=q^2\phi .
\label{laplace}
\end{equation}
A surface mode decays on both sides: $\phi=e^{-qz}$ in vacuum and $\phi=e^{qz}$ in metal, which already agree at $z=0$. The normal component of $\varepsilon\mathbf E$ is continuous, so $\varepsilon\phi'$ is too:
\begin{equation}
\varepsilon q=-q,\qquad \varepsilon=-1,\qquad
\omega_s=\frac{\omega_p}{\sqrt2}.
\label{single}
\end{equation}
The frequency does not depend on $q$, because a single flat surface supplies no length with which $q$ could be compared. A film supplies the length $d$.

\section{Second case: two faces}

Place the faces at $z=\pm d/2$. The film is its own mirror image, so the modes can be chosen even or odd in $z$. Inside, (\ref{laplace}) then gives $\cosh qz$ or $\sinh qz$. Above the film $\phi\propto e^{-qz}$, hence $\phi'=-q\phi$ just outside the upper face. Since $\phi$ and $\varepsilon\phi'$ are continuous, the inner solution must satisfy $\varepsilon\phi'=-q\phi$ at $z=d/2$. Symmetry takes care of the lower face. The two conditions are
\begin{align}
\text{even:}\quad \varepsilon\sinh\frac{qd}{2}&=-\cosh\frac{qd}{2},
&\varepsilon&=-\coth\frac{qd}{2},\label{even}\\
\text{odd:}\quad \varepsilon\cosh\frac{qd}{2}&=-\sinh\frac{qd}{2},
&\varepsilon&=-\tanh\frac{qd}{2}.\label{odd}
\end{align}
Inserting (\ref{drude}) in the even condition gives $\omega_p^2/\omega^2=1+\coth(qd/2)$. Multiplying the numerator and denominator of $\coth$ by $e^{-qd/2}$,
\begin{equation}
1+\coth\frac{qd}{2}=1+\frac{1+e^{-qd}}{1-e^{-qd}}
=\frac{2}{1-e^{-qd}} .
\end{equation}
Its inverse gives the minus sign in (\ref{main}). For the odd mode,
\begin{equation}
1+\tanh\frac{qd}{2}=1+\frac{1-e^{-qd}}{1+e^{-qd}}
=\frac{2}{1+e^{-qd}},
\end{equation}
which gives the plus sign.

The case $\varepsilon=0$, set aside in (\ref{laplace}), occurs at $\omega=\omega_p$. Then $\varepsilon\phi'=0$ inside, so $\phi'=0$ just outside each face. A decaying exponential with zero slope vanishes altogether. These bulk oscillations therefore have no field outside the film and are not surface modes.

\subsection{Thick and thin limits}

For $qd\gg1$ the exponential vanishes and both modes return to $\omega_s$, as two independent surfaces should.

For $qd\ll1$, $e^{-qd}\approx1-qd$, so
\begin{equation}
\omega_-^2\approx\frac{\omega_p^2qd}{2},\qquad
\omega_+^2\approx\omega_p^2\left(1-\frac{qd}{2}\right).
\label{thin}
\end{equation}
These forms still require $q\gg\omega/c$. With $\omega_-$ from (\ref{thin}) the lower mode needs $q\gg\omega_p^2d/(2c^2)$; the upper mode needs $q\gg\omega_p/c$. One cannot let $q$ go to zero at fixed $d$ and keep either form. Together with $qd\ll1$, these conditions need $\omega_pd/c\ll1$. For the 15 nm film with $\hbar\omega_p=5$ eV used below, $\omega_pd/c=0.38$, so the thin forms have little or no range of validity there.

At any thickness $\omega_+^2+\omega_-^2=\omega_p^2$, since the exponentials cancel in the sum.

\subsection{What the squared frequency measures}

Multiply $\nabla\cdot(\varepsilon\nabla\Phi)=0$ by $\Phi^*$ and integrate by parts. The boundary terms vanish far from the film, leaving
\begin{equation}
\int\varepsilon\left(|\phi'|^2+q^2|\phi|^2\right)dz=0 .
\end{equation}
Now insert $\varepsilon=1$ outside and (\ref{drude}) inside, and multiply by $\omega^2$:
\begin{equation}
\frac{\omega^2}{\omega_p^2}=
\frac{\int_{\rm film}(|\phi'|^2+q^2|\phi|^2)\,dz}
{\int_{\rm all}(|\phi'|^2+q^2|\phi|^2)\,dz}.
\label{fraction}
\end{equation}
The integrand is the squared electric field. Thus $\omega^2/\omega_p^2$ is the share of the integrated squared field that lies inside the film. A thin film in its lower mode has most of its field outside, and its frequency is low.

Equation (\ref{fraction}) also allows a test that uses no matching conditions. The potential was expanded in piecewise linear functions, set to zero at a distance $10/q$ from each face, and the ratio was made stationary. At $qd=1$ this gave $0.31605$ and $0.68393$; equation (\ref{main}) gives $0.31606$ and $0.68394$. At $qd=0.5$, 2 and 3 the agreement is similar. In each case there were two surface modes, the lower one even. The other eigenvalues were 1, the bulk oscillations, and 0, which belongs to trial functions that vanish in the film and describe no plasmon.

\section{Why the faces split the frequency}

Inside the film $\nabla\cdot\mathbf E=0$ for a surface mode, so all induced charge sits on the faces. Let the charge densities be $\sigma_1\cos qx$ on the upper face and $\sigma_2\cos qx$ on the lower.

Consider one sheet $\sigma\cos qx$. At distance $s$ its potential must satisfy Laplace's equation and decay, so it is $Ce^{-qs}\cos qx$. The normal field pointing away from the sheet is $qCe^{-qs}\cos qx$ on each side. Gauss's law requires the sum of the two outward fields at $s=0$ to be $4\pi\sigma\cos qx$, so $qC=2\pi\sigma$. The field is therefore $2\pi\sigma e^{-qs}\cos qx$.

Just inside the upper face, the upper sheet pushes the field down and the lower sheet pushes it up. With the common factor $\cos qx$ removed,
\begin{equation}
E_z=-2\pi\sigma_1+2\pi\sigma_2e^{-qd}.
\end{equation}
The upper surface charge is $\sigma_1=P_z=-nu_z$. Since $\ddot u_z=-E_z$, we have $\ddot\sigma_1=nE_z=(\omega_p^2/4\pi)E_z$, or
\begin{equation}
\ddot\sigma_1=-\frac{\omega_p^2}{2}\left(\sigma_1-e^{-qd}\sigma_2\right).
\label{sheets}
\end{equation}
Turning the film upside down exchanges the labels and gives the equation for $\sigma_2$.

For $\sigma_1=\sigma_2$ the bracket is $(1-e^{-qd})\sigma_1$: the far face opposes the restoring field of the near one, and the mode is slow. For $\sigma_1=-\sigma_2$ the bracket is $(1+e^{-qd})\sigma_1$: the far face adds to the restoring field, and the mode is fast. Equal charges produce the even potential and opposite charges the odd one. The factor $e^{-qd}$ is the decay of one face's field across the film.

\section{A grating and a film in numbers}

Near-field lithography can place a metal film between a mask and a resist. Under normally incident light, a mask grating of pitch $P$ supplies $q=2\pi/P$ in its first order. Take the round values $\hbar\omega_p=5.00$ eV, $d=150$ angstrom (15 nm) and $P=600$ angstrom (60 nm). Then
\begin{equation}
q=\frac{2\pi}{600}=0.010472\ \text{angstrom}^{-1},\qquad
qd=1.5708,\qquad e^{-qd}=0.2079 .
\end{equation}
The single-surface energy is $5.00/\sqrt2=3.5355$ eV, and
\begin{align}
\hbar\omega_-&=3.5355\sqrt{1-0.2079}=3.147\ \text{eV},\\
\hbar\omega_+&=3.5355\sqrt{1+0.2079}=3.886\ \text{eV}.
\end{align}
The splitting is 0.739 eV.

The mercury i-line, with a wavelength of roughly 3650 angstrom, has photon energy 3.397 eV. It lies between the two modes and matches neither at this pitch. The lower mode rises with $q$, so a finer grating can bring it to the source. Solving (\ref{main}) for $q$ gives
\begin{equation}
e^{-qd}=1-\frac{2\omega^2}{\omega_p^2},\qquad
P=\frac{2\pi d}{-\ln(1-2\omega^2/\omega_p^2)},
\label{pitch}
\end{equation}
which requires $\omega<\omega_s$. Here $qd=2.565$ and $P=2\pi(150)/2.565=367$ angstrom, or 36.7 nm. This pitch belongs to the vacuum-clad, lossless model.

\section{Relaxing the assumptions}

\subsection{Retardation}

The full fields have a magnetic component $H_y=h(z)e^{iqx-i\omega t}$. From $\nabla\times\mathbf H=-(i\omega\varepsilon/c)\mathbf E$,
\begin{equation}
E_x=-\frac{ic}{\omega\varepsilon}h',\qquad
E_z=-\frac{cq}{\omega\varepsilon}h .
\end{equation}
Combining these with $\nabla\times\mathbf E=(i\omega/c)\mathbf H$ gives $h''=(q^2-\varepsilon\omega^2/c^2)h$. Define $\kappa_0^2=q^2-\omega^2/c^2$ outside and $\kappa_1^2=q^2-\varepsilon\omega^2/c^2$ inside. Both $h$ and $h'/\varepsilon$ are continuous, the latter because $E_x$ is.

An even potential has odd $E_z$, hence $h=\sinh\kappa_1z$ inside. Matching to $e^{-\kappa_0z}$ gives $(\kappa_1/\varepsilon)\coth(\kappa_1d/2)=-\kappa_0$. For the odd potential $h=\cosh\kappa_1z$, and $\tanh$ replaces $\coth$:
\begin{equation}
\varepsilon=-\frac{\kappa_1}{\kappa_0}\coth\frac{\kappa_1d}{2},
\qquad
\varepsilon=-\frac{\kappa_1}{\kappa_0}\tanh\frac{\kappa_1d}{2}.
\end{equation}
As $\omega/(cq)\to0$ at fixed $\varepsilon$, both $\kappa$'s become $q$ and (\ref{even}) and (\ref{odd}) return. At the 60 nm pitch $\omega/(cq)$ is 0.15 and 0.19 for the lower and upper modes. Their energies become 3.130 and 3.857 eV, less than 1\% below the nonretarded values. The pitch that matches the lower mode to the source changes from 36.7 to 36.0 nm. Retardation also bends the upper mode down to the light line at small $q$, so it meets the source at a second, coarse pitch of about 355 nm that (\ref{main}) does not contain.

\subsection{Loss}

Friction changes the electron's equation to $\ddot{\mathbf u}+\gamma\dot{\mathbf u}=-\mathbf E$, so $\omega^2$ in (\ref{drude}) becomes $\omega^2+i\gamma\omega$. The matching conditions fix $\varepsilon$ and are unchanged. Therefore
\begin{equation}
\omega^2+i\gamma\omega=\omega_\pm^2,\qquad
\omega=-\frac{i\gamma}{2}+\sqrt{\omega_\pm^2-\frac{\gamma^2}{4}},
\end{equation}
where the root with positive real part is shown. The amplitude decays as $e^{-\gamma t/2}$ and the energy as $e^{-\gamma t}$, so for weak damping each resonance has full width $\gamma$. With an assumed $\hbar\gamma=0.20$ eV the real energies move by less than 0.002 eV, and the splitting is 3.7 linewidths. The modes of this film remain distinct at this loss. With the 0.30 eV splitting found below for bound electrons the ratio is only 1.5, and the two peaks overlap: in the imaginary part of the nonretarded reflection coefficient the dip between them reaches only about 70\% of the smaller peak, against 15\% for the original film.

\subsection{Resist on one side}

Let resist of permittivity $\varepsilon_r>1$ fill the space above the film, with vacuum below. Mirror symmetry is lost, so use $\phi=Ae^{qz}+Be^{-qz}$ inside. Matching at the upper and lower faces gives
\begin{align}
(\varepsilon+\varepsilon_r)Ae^{qd/2}&=(\varepsilon-\varepsilon_r)Be^{-qd/2},\\
(\varepsilon-1)Ae^{-qd/2}&=(\varepsilon+1)Be^{qd/2}.
\end{align}
The second line gives $(\varepsilon+1)B=(\varepsilon-1)Ae^{-qd}$. Multiply the first line by $(\varepsilon+1)e^{-qd/2}$, substitute this, and cancel $A$:
\begin{equation}
(\varepsilon+1)(\varepsilon+\varepsilon_r)
=(\varepsilon-1)(\varepsilon-\varepsilon_r)e^{-2qd}.
\label{resist}
\end{equation}
For $\varepsilon_r=1$ the square root is $(\varepsilon+1)/(\varepsilon-1)=\pm e^{-qd}$. By (\ref{drude}) the left side is $1-2\omega^2/\omega_p^2$, and (\ref{main}) is recovered.

With $\varepsilon_r=2.5$ at the 60 nm pitch, the quadratic (\ref{resist}) gives 2.51 and 3.69 eV. The lower mode has fallen by about 20\% of its vacuum value, the upper by about 5\%.

The pitch found from (\ref{pitch}) does not survive this change. For negative $\varepsilon$ the right side of (\ref{resist}) is positive, so $\varepsilon$ cannot lie between $-\varepsilon_r$ and $-1$. In energy, this leaves a gap from $5.00/\sqrt{3.5}\approx2.67$ eV to 3.54 eV. The i-line, where the model has $\varepsilon=-1.17$, falls inside it, so in this lossless, nonretarded model no grating pitch brings a surface mode to the source. For the 15 nm film retardation leaves this unchanged, but films thicker than about 29 nm have a retarded bound mode at the i-line. At 30 nm it lies at a pitch of about 230 nm, just inside the resist light line at 231 nm, and is barely bound: its field decays over about 0.6 $\mu$m in the resist. At 50 nm it lies at a pitch of about 157 nm. The conclusion also depends on the metal: with $\varepsilon=-3.0$ at the source, the 15 nm film matches at a pitch of 61 nm by (\ref{resist}), and of about 55 nm once retardation is included.

\subsection{Bound electrons}

Bound electrons add a background: $\varepsilon=\varepsilon_b-\omega_p'^2/\omega^2$. For a fair comparison, hold the single-surface frequency $\omega_s$ fixed. The condition $\varepsilon(\omega_s)=-1$ requires $\omega_p'^2=(1+\varepsilon_b)\omega_s^2$. In vacuum, (\ref{even}) and (\ref{odd}) then give
\begin{equation}
\omega_-^2=\frac{(1+\varepsilon_b)\omega_s^2}{\varepsilon_b+\coth(qd/2)},
\qquad
\omega_+^2=\frac{(1+\varepsilon_b)\omega_s^2}{\varepsilon_b+\tanh(qd/2)}.
\end{equation}
Setting $\varepsilon_b=1$ restores the original film. For an assumed $\varepsilon_b=4$, $\hbar\omega_p'=7.91$ eV and the modes lie at 3.36 and 3.66 eV. Their splitting falls from 0.7390 to 0.3005 eV.

The cause is the slope of the permittivity, $d\varepsilon/d\omega=2(1+\varepsilon_b)/\omega_s$ at $\omega_s$. The film demands the same departures of $\varepsilon$ from $-1$, but a steeper permittivity reaches them within a smaller frequency change. To first order in $e^{-qd}$ the splitting scales as $2/(1+\varepsilon_b)=0.4$, close to the computed ratio $0.3005/0.7390=0.41$. The estimate fails for small $qd$: the ratio is 0.47 at $qd=0.5$ and 0.61 at $qd=0.1$.

\subsection{Local response}

An electron at the Fermi velocity $v_F$ travels $v_F/\omega$ in the time $1/\omega$. A local permittivity requires this distance to be short compared with both $1/q$ and the thickness $d$. For a free-electron gas $v_F=(3\pi^2n)^{1/3}$. Using the larger density implied by $\omega_p'$, $n=\omega_p'^2/(4\pi)$, gives $v_F=0.584$ atomic units and, with $\hbar\omega_-=3.147$ eV of the original film, $qv_F/\omega_-=0.028$. This number is not a calculated energy shift, and its smallness does not make nonlocality negligible beside retardation. A hydrodynamic model with hard walls, at the density implied by $\hbar\omega_p=5$ eV, raises the two modes by about 0.02 and 0.03 eV at the 60 nm pitch for a pressure coefficient $\beta^2=3v_F^2/5$ (0.015 and 0.023 eV for $\beta^2=v_F^2/3$). It moves the matched pitch from 36.7 to about 40 nm, because the lower mode is nearly flat in $q$ close to $\omega_s$. The size and sign of such shifts in a real metal depend on its surface.

\section{Beside a real lithography stack}

The i-line and a silver film roughly ten to a few tens of nanometres thick are a realistic setting for plasmonic near-field patterning; gold and copper absorb strongly at this wavelength through interband transitions and are not described by a weakly damped Drude form. Silver is only partly so: its interband absorption sets in just below 4 eV, close to the model's upper mode at 3.89 eV, and its permittivity near $\varepsilon=-1$ is steeper than either Drude form used here, so its splitting is smaller still. The 15 nm film is towards the thin end of that range, and a 60 nm pitch is demanding. The plasma energy of 5 eV is an effective value chosen to put the single-surface resonance near the source, not a free-electron count for a particular metal. Real stacks break two assumptions strongly: dielectric touches the film, and bound electrons contribute to its response. For the rough values used here and each taken alone, the first lowers the lower mode by 0.64 eV and the second removes more than half of the splitting. They do not add: with $\varepsilon_b=4$ the resist lowers the lower mode by only 0.37 eV. A design therefore needs the measured permittivities of all layers at the source wavelength. What carries over from the simple film is the mechanism: each face feels the other's field, weakened across the film by $e^{-qd}$, or by $e^{-\kappa_1d}$ when retardation matters. The size of the effect does not carry over. For large $qd$ the modes shift from the single-face frequencies in proportion to $e^{-qd}$ only when the two claddings are equal; with resist on one side the shift goes as $e^{-2qd}$, as (\ref{resist}) shows. The numerical output below lists the values of the worked example; it does not cover the hydrodynamic shifts, the coarse 355 nm pitch or the matching pitches with resist.

\section*{Table of computed values}
\begin{verbatim}
Squared frequencies / wp^2: finite elements | formula
qd=0.5: 0.19673 0.80326 | 0.19673 0.80327
qd=1.0: 0.31605 0.68393 | 0.31606 0.68394
qd=2.0: 0.43233 0.56766 | 0.43233 0.56767
qd=3.0: 0.47511 0.52489 | 0.47511 0.52489
INPUTS (rough model values)
plasma energy: 5.00 eV
thickness: 150 angstrom = 15 nm
grating pitch: 600 angstrom = 60 nm
source wavelength: 3650 angstrom
MODES
q: 0.010472 1/angstrom
qd: 1.5708 (no unit)
exp(-qd): 0.2079 (no unit)
single-surface energy: 3.5355 eV
lower mode, formula: 3.1467 eV
upper mode, formula: 3.8857 eV
lower mode, finite elements: 3.1466 eV
upper mode, finite elements: 3.8856 eV
splitting: 0.7390 eV
PITCH FOR LOWER MODE AT SOURCE ENERGY
source energy: 3.3968 eV
matching qd: 2.5649 (no unit)
pitch, nonretarded: 367.4 angstrom = 36.74 nm
pitch, retarded: 359.7 angstrom = 35.97 nm
NEGLECTED EFFECTS AT THE GRATING PITCH
w/(cq), lower mode: 0.1523 (no unit)
w/(cq), upper mode: 0.1880 (no unit)
retarded lower mode: 3.1303 eV
retarded upper mode: 3.8567 eV
assumed loss linewidth: 0.20 eV
splitting / linewidth: 3.70 (no unit)
damped lower mode: 3.1451 eV
damped upper mode: 3.8844 eV
assumed resist permittivity: 2.5 (no unit)
one-sided resist, lower mode: 2.5075 eV
one-sided resist, upper mode: 3.6860 eV
assumed bound-electron permittivity: 4.0 (no unit)
readjusted plasma energy: 7.9057 eV
bound electrons, lower mode: 3.3634 eV
bound electrons, upper mode: 3.6639 eV
bound electrons, splitting: 0.3005 eV
Fermi velocity: 0.5837 atomic units
nonlocal scale q*vF/w: 0.0280 (no unit)
\end{verbatim}
